# Placzek–Teller coefficients for the Raman lines of a linear rotor: a program that tests the result

```python
"""Placzek-Teller coefficients of a rigid linear rotor.

Result under test, for b(Jf, J) with final level Jf and initial level J:
  S, Jf=J+2: 3(J+1)(J+2) / (2(2J+1)(2J+3))
  Q, Jf=J  : J(J+1) / ((2J-1)(2J+3))
  O, Jf=J-2: 3J(J-1) / (2(2J+1)(2J-1))
All other coefficients vanish and the three sum to one.
Definition: b = 5/(2J+1) * sum over M, Mf of |<Jf Mf|C_2q|J M>|^2,
where C_2q = sqrt(4 pi/5) Y_2q.
Polarizability: alpha_ij = a delta_ij + g (n_i n_j - delta_ij/3),
with n the rotor axis, a the mean and g the anisotropy (atomic units).
B is the rotational constant and kT the thermal energy, both in hartree.
"""
from fractions import Fraction
from math import factorial

import numpy as np
import sympy as sp
from scipy import constants
from scipy.special import eval_legendre, lpmv
from sympy.physics.wigner import wigner_3j


def b_closed(Jf, J):
    """Closed-form coefficient as an exact fraction."""
    if Jf < 0:
        return Fraction(0)
    if Jf == J + 2:
        return Fraction(3*(J + 1)*(J + 2), 2*(2*J + 1)*(2*J + 3))
    if Jf == J:
        return Fraction(J*(J + 1), (2*J - 1)*(2*J + 3))
    if Jf == J - 2:
        return Fraction(3*J*(J - 1), 2*(2*J + 1)*(2*J - 1))
    return Fraction(0)


x_line, w_line = np.polynomial.legendre.leggauss(100)


def b_integral(Jf, J):
    """Coefficient of P_Jf in P_2 P_J, by Gauss quadrature."""
    if Jf < 0:
        return 0.0
    product = (eval_legendre(2, x_line) * eval_legendre(J, x_line)
               * eval_legendre(Jf, x_line))
    return (2*Jf + 1)/2 * np.dot(w_line, product)


# Angular grid, exact for every integrand used below
x_gauss, w_gauss = np.polynomial.legendre.leggauss(16)
n_phi = 36
phi_values = 2*np.pi*np.arange(n_phi)/n_phi
cos_theta = np.repeat(x_gauss, n_phi)
phi = np.tile(phi_values, len(x_gauss))
weight = np.repeat(w_gauss, n_phi) * 2*np.pi/n_phi
n_z = cos_theta
n_x = np.sqrt(1 - cos_theta**2)*np.cos(phi)


def harmonic(J, M):
    m = abs(M)
    norm = np.sqrt((2*J + 1)/(4*np.pi)*factorial(J - m)/factorial(J + m))
    value = norm*lpmv(m, J, cos_theta)*np.exp(1j*m*phi)
    return value if M >= 0 else (-1)**m*np.conj(value)


J_top = 7
Y = {J: np.array([harmonic(J, M) for M in range(-J, J + 1)])
     for J in range(J_top + 1)}


def mean_strength(operator, Jf, J):
    """Squared matrix elements, summed over Mf and averaged over M."""
    matrix = (np.conj(Y[Jf])*weight) @ (operator*Y[J]).T
    return np.sum(np.abs(matrix)**2)/(2*J + 1)


# Model polarizability and its laboratory components
a, g = 10.0, 5.0
alpha_zz = a + g*(n_z**2 - 1/3)
alpha_xz = g*n_x*n_z
C2 = {q: np.sqrt(4*np.pi/5)*harmonic(2, q) for q in range(-2, 3)}
assert np.allclose(alpha_zz, a + 2/3*g*C2[0], atol=1e-12)
assert np.allclose(alpha_xz, g*(C2[-1] - C2[1])/np.sqrt(6), atol=1e-12)

# Definition, q independence and polarized strengths on the angular grid
worst_grid = 0.0
for J in range(6):
    for Jf in range(J_top + 1):
        b = float(b_closed(Jf, J))
        for q in C2:
            error = abs(5*mean_strength(C2[q], Jf, J) - b)
            worst_grid = max(worst_grid, error)
        parallel = (a**2 if Jf == J else 0.0) + 4/45*g**2*b
        assert abs(mean_strength(alpha_zz, Jf, J) - parallel) < 1e-9
        assert abs(mean_strength(alpha_xz, Jf, J) - g**2*b/15) < 1e-10
    # Completeness: the sum over all reachable final levels is one
    total = sum(5*mean_strength(C2[1], Jf, J) for Jf in range(J_top + 1))
    assert abs(total - 1) < 1e-11
assert worst_grid < 1e-11

# Triple-Legendre integrals, including forbidden changes of J
worst_line = 0.0
for J in range(41):
    for Jf in range(max(0, J - 4), J + 5):
        error = abs(b_integral(Jf, J) - float(b_closed(Jf, J)))
        worst_line = max(worst_line, error)
assert worst_line < 1e-11

# Exact comparison with squared 3j symbols
for J in range(7):
    for Jf in range(9):
        b = b_closed(Jf, J)
        exact = (2*Jf + 1)*wigner_3j(J, 2, Jf, 0, 0, 0)**2
        assert sp.simplify(exact - sp.Rational(b.numerator,
                                               b.denominator)) == 0

# General J: sum, middle coefficient of x^2 P_J, reciprocity and limits
j = sp.symbols("j", positive=True)
S = 3*(j + 1)*(j + 2)/(2*(2*j + 1)*(2*j + 3))
Q = j*(j + 1)/((2*j - 1)*(2*j + 3))
O = 3*j*(j - 1)/(2*(2*j + 1)*(2*j - 1))
assert sp.simplify(S + Q + O - 1) == 0
middle = ((j + 1)**2/((2*j + 1)*(2*j + 3))
          + j**2/((2*j + 1)*(2*j - 1)))
middle_short = (2*j**2 + 2*j - 1)/((2*j - 1)*(2*j + 3))
assert sp.simplify(middle - middle_short) == 0
assert sp.simplify(sp.Rational(3, 2)*middle - sp.Rational(1, 2) - Q) == 0
assert sp.simplify((2*j + 1)*S - (2*j + 5)*O.subs(j, j + 2)) == 0
limits = [sp.limit(branch, j, sp.oo) for branch in (S, Q, O)]
assert limits == [sp.Rational(3, 8), sp.Rational(1, 4), sp.Rational(3, 8)]

# Thermal model spectrum, with equal nuclear-spin weights
B, kT = 1.0e-5, 1.0e-3
levels = np.arange(81)
boltzmann = (2*levels + 1)*np.exp(-B*levels*(levels + 1)/kT)
partition = boltzmann.sum()
population = boltzmann/partition
assert population[-1] < 1e-20
b_S = np.array([float(b_closed(J + 2, J)) for J in levels])
b_Q = np.array([float(b_closed(J, J)) for J in levels])
b_O = np.array([float(b_closed(J - 2, J)) for J in levels])
line_S = population*b_S
J_peak = int(np.argmax(line_S))
for J in range(21):
    stokes = population[J]*b_integral(J + 2, J)
    antistokes = population[J + 2]*b_integral(J, J + 2)
    shift = B*((J + 2)*(J + 3) - J*(J + 1))
    assert abs(shift - (4*J + 6)*B) < 1e-15
    assert abs(antistokes/stokes - np.exp(-(4*J + 6)*B/kT)) < 1e-10

to_cm = constants.value("hartree-inverse meter relationship")/100
to_kelvin = constants.value("hartree-kelvin relationship")

print("Coefficients b (dimensionless): J, S, Q, O")
for J in range(6):
    print(f"  J={J}: S={b_closed(J+2, J)}, Q={b_closed(J, J)}, "
          f"O={b_closed(J-2, J)}")
print("Large-J limits S, Q, O (dimensionless):", *limits)
print(f"Largest error, angular grid (dimensionless): {worst_grid:.1e}")
print(f"Largest error, Legendre integral (dimensionless): {worst_line:.1e}")
print(f"Mean polarizability a = {a:.1f} atomic units")
print(f"Anisotropy gamma = {g:.1f} atomic units")
print("J=2 strengths from angular grid (atomic units squared):")
for name, Jf in (("S", 4), ("Q", 2), ("O", 0)):
    par = mean_strength(alpha_zz, Jf, 2)
    perp = mean_strength(alpha_xz, Jf, 2)
    print(f"  {name}: b={float(b_closed(Jf, 2)):.6f}, parallel={par:.6f}, "
          f"perpendicular={perp:.6f}, ratio={perp/par:.6f}")
Q_aniso = mean_strength(alpha_zz - a, 2, 2)
print(f"J=2 Q parallel, anisotropic part = {Q_aniso:.6f} "
      "atomic units squared")
print(f"B = {B:.1e} hartree")
print(f"kT = {kT:.1e} hartree")
print(f"Temperature = {kT*to_kelvin:.2f} K")
print(f"Rotational partition sum = {partition:.4f} (dimensionless)")
print("Thermal S lines: J, shift (1e-5 hartree), population, b, product")
for J in (0, 2, 4, 6, 7, 8, 10, 15):
    print(f"  J={J}: {(4*J+6)*B/1e-5:.1f}, {population[J]:.6f}, "
          f"{b_S[J]:.6f}, {line_S[J]:.6f}")
print(f"Strongest S line starts from J = {J_peak}")
peak_shift = (4*J_peak + 6)*B
print(f"Its shift = {peak_shift:.2e} hartree = {peak_shift*to_cm:.3f} cm^-1")
partner = population[J_peak + 2]*b_O[J_peak + 2]
print(f"Its anti-Stokes partner strength = {partner:.6f} (dimensionless)")
print(f"Anti-Stokes/Stokes ratio = {partner/line_S[J_peak]:.6f} "
      "(dimensionless)")
for name, coefficients in (("S", b_S), ("Q", b_Q), ("O", b_O)):
    share = np.dot(population, coefficients)
    print(f"Thermal share of {name} branch = {share:.6f} (dimensionless)")
print("OK")
```

Output:

```
Coefficients b (dimensionless): J, S, Q, O
  J=0: S=1, Q=0, O=0
  J=1: S=3/5, Q=2/5, O=0
  J=2: S=18/35, Q=2/7, O=1/5
  J=3: S=10/21, Q=4/15, O=9/35
  J=4: S=5/11, Q=20/77, O=2/7
  J=5: S=63/143, Q=10/39, O=10/33
Large-J limits S, Q, O (dimensionless): 3/8 1/4 3/8
Largest error, angular grid (dimensionless): 4.8e-15
Largest error, Legendre integral (dimensionless): 9.2e-14
Mean polarizability a = 10.0 atomic units
Anisotropy gamma = 5.0 atomic units
J=2 strengths from angular grid (atomic units squared):
  S: b=0.514286, parallel=1.142857, perpendicular=0.857143, ratio=0.750000
  Q: b=0.285714, parallel=100.634921, perpendicular=0.476190, ratio=0.004732
  O: b=0.200000, parallel=0.444444, perpendicular=0.333333, ratio=0.750000
J=2 Q parallel, anisotropic part = 0.634921 atomic units squared
B = 1.0e-05 hartree
kT = 1.0e-03 hartree
Temperature = 315.78 K
Rotational partition sum = 100.3340 (dimensionless)
Thermal S lines: J, shift (1e-5 hartree), population, b, product
  J=0: 6.0, 0.009967, 1.000000, 0.009967
  J=2: 14.0, 0.046931, 0.514286, 0.024136
  J=4: 22.0, 0.073440, 0.454545, 0.033382
  J=6: 30.0, 0.085132, 0.430769, 0.036672
  J=7: 34.0, 0.085396, 0.423529, 0.036168
  J=8: 38.0, 0.082472, 0.417957, 0.034470
  J=10: 46.0, 0.069670, 0.409938, 0.028560
  J=15: 66.0, 0.028029, 0.398827, 0.011179
Strongest S line starts from J = 6
Its shift = 3.00e-04 hartree = 65.842 cm^-1
Its anti-Stokes partner strength = 0.027167 (dimensionless)
Anti-Stokes/Stokes ratio = 0.740818 (dimensionless)
Thermal share of S branch = 0.437424 (dimensionless)
Thermal share of Q branch = 0.257316 (dimensionless)
Thermal share of O branch = 0.305261 (dimensionless)
OK
```
